# Why Intervalence Transitions Strengthen the Hole Index Change in Silicon

A silicon modulator changes the phase of light by moving carriers into or out of a waveguide. On the p-type side a simple first estimate treats the holes as free charges with a conductivity mass. At 1550 nm this Drude estimate gives an index drop that is too small. Holes also open transitions between the heavy-hole, light-hole and split-off bands. These transitions absorb mostly in the infrared, far below the photon energy, yet they lower the index at 1550 nm by an amount comparable with the Drude term.

## Which transitions the holes open

Count hole energies \(E_a(\mathbf k)\) as positive going down into the valence band, and let \(f_a\) be the probability that state \(a\) holds a hole. With no holes present, transitions within the valence bands are blocked because every final state is full.

Take two states at the same \(\mathbf k\) with \(E_b>E_a\). An electron can absorb a photon and rise from \(b\) to \(a\) if \(b\) contains an electron and \(a\) contains a hole. The reverse process emits. The net rate is proportional to

\[
f_a(1-f_b)-f_b(1-f_a)=f_a-f_b .
\]

In equilibrium this is positive, since the state of lower hole energy is more likely to hold a hole. The transitions are therefore net absorbers. At the densities used here their strength grows with hole density. For a given pair it falls again once both states are likely to hold holes.

## Response of one hole

Let the field \(\mathcal E_0\cos\omega t\) point along \(x\). It acts on a hole of charge \(+e\) by shifting its wave vector by \(\kappa(t)\), where \(\hbar\dot\kappa=e\mathcal E_0\cos\omega t\). Hence

\[
\kappa(t)=\kappa_0\sin\omega t,\qquad \kappa_0=\frac{e\mathcal E_0}{\hbar\omega}.
\]

Let \(H(\mathbf k)\) be the hole Hamiltonian of the valence bands, with primes denoting derivatives with respect to \(k_x\). To first order the shifted Hamiltonian is \(H+\kappa H'\), and the velocity operator is \((H'+\kappa H'')/\hbar\).

Start in state \(a\) and write the perturbed state, apart from a common phase, as \(|a\rangle+\sum_b c_b|b\rangle\). With \(\Delta_b=E_b-E_a\), the Schrödinger equation gives

\[
i\hbar\dot c_b=\Delta_b c_b+\kappa_0H'_{ba}\sin\omega t .
\]

Insert \(c_b=\alpha\sin\omega t+\beta\cos\omega t\). The cosine terms give \(\beta=i\hbar\omega\alpha/\Delta_b\). The sine terms give \(-i\hbar\omega\beta=\Delta_b\alpha+\kappa_0H'_{ba}\). Eliminating \(\beta\),

\[
\alpha=\kappa_0H'_{ba}\frac{\Delta_b}{(\hbar\omega)^2-\Delta_b^2}.
\]

The change in \(\langle H'\rangle\) is \(\kappa H''_{aa}+2\,\mathrm{Re}\sum_bH'_{ab}c_b\). The \(\beta\) part drops out because \(H'_{ab}\beta\) is imaginary. Define the velocity element \(v_{ab}=H'_{ab}/\hbar\), the transition frequency \(\omega_b=\Delta_b/\hbar\), and the weight

\[
F_{ab}=\frac{2|v_{ab}|^2}{E_b-E_a},
\]

which has the unit of an inverse mass. Since \(2|H'_{ab}|^2\Delta_b=\hbar^2F_{ab}\Delta_b^2\),

\[
\delta\langle H'\rangle=\kappa\left[H''_{aa}+\hbar^2\sum_bF_{ab}\frac{\omega_b^2}{\omega^2-\omega_b^2}\right].
\]

The bands are doubly degenerate in spin. The sum omits the degenerate partner of \(a\): the pair stays degenerate as \(\mathbf k\) changes, so \(H'\) within it is a multiple of the unit matrix and does not couple the two states.

## Where the missing Drude weight goes

Second-order perturbation theory in a static shift of \(k_x\) gives the curvature of the band:

\[
E_a''=H''_{aa}+2\sum_b\frac{|H'_{ab}|^2}{E_a-E_b}
=H''_{aa}-\hbar^2\sum_bF_{ab}.
\]

Replace \(H''_{aa}\) in the response by \(E_a''+\hbar^2\sum_bF_{ab}\), and use

\[
1+\frac{\omega_b^2}{\omega^2-\omega_b^2}=\frac{\omega^2}{\omega^2-\omega_b^2}.
\]

The result separates the two mechanisms:

\[
\delta\langle H'\rangle=\kappa\left[E_a''+\hbar^2\sum_bF_{ab}\frac{\omega^2}{\omega^2-\omega_b^2}\right].
\]

The first term is the Drude response, fixed by the band curvature. The second comes from the transitions. For the band of lowest hole energy, repulsion from the other bands flattens the curvature and makes the hole heavy. The weight removed from the curvature is the weight that appears in the transitions.

A slow field lets the hole state adjust to each new \(\mathbf k\), so the hole responds with its heavy band mass. When the field oscillates much faster than the transition frequencies, the admixtures \(c_b\) cannot build up. The state is effectively frozen, and the response tends to \(H''_{aa}\), from which the repulsion is absent.

## From velocity to refractive index

Sum over all holes and divide by their number. Because \(F_{ba}=-F_{ab}\), each pair of states enters with the factor \((f_a-f_b)F_{ab}\). Let \(W_j\ge0\) be the resulting weight per hole of transition \(j\), and \(D\) the mean curvature \(m_0\langle E''\rangle/\hbar^2\), both in units of \(1/m_0\). The mean velocity change is then \(\hbar\kappa K/m_0\), with

\[
K(\omega)=D+\sum_jW_j\frac{\omega^2}{\omega^2-\omega_j^2}.
\]

For hole density \(p\), the current density is

\[
j=ep\,\frac{\hbar\kappa}{m_0}K=\frac{e^2pK}{m_0\omega}\mathcal E_0\sin\omega t .
\]

The polarization obeys \(\dot P=j\), so \(P=-(e^2pK/m_0\omega^2)\mathcal E_0\cos\omega t\). Dividing by \(\varepsilon_0\) and the field,

\[
\Delta\chi=-\frac{e^2p}{\varepsilon_0m_0\omega^2}K(\omega).
\]

The index follows from \((n+\Delta n)^2=n^2+\Delta\chi\). For a small change the square of \(\Delta n\) is negligible, and \(\Delta n\simeq\Delta\chi/(2n)\).

The sign is now explicit. A transition with \(\omega_j<\omega\) contributes positively to \(K\) and lowers the index: driven above its resonance, its dipole opposes the field. A transition with \(\omega_j>\omega\) raises the index.

This sign change was tested by propagating the Schrödinger equation for one hole with \(\mathbf k=(0.08,0.05,0.03)\) Å\(^{-1}\) in the lowest hole band. Its transitions lie at 0.075 and 0.317 eV. At a photon energy of 0.800 eV the propagated interband part of \(K\) is 0.7387, against 0.7386 from the formula. At 0.0375 eV, below both resonances, the values are −0.1067 and −0.1068. The total \(K\) stays positive even there, because the curvature term is 3.91.

## A sum rule for the total weight

For quadratic bands the total weight follows from the Hamiltonian alone. In the basis of the three \(p\)-like valence orbitals \(X,Y,Z\), the diagonal element for \(X\) is

\[
\frac{\hbar^2}{2m_0}\left[(\gamma_1+4\gamma_2)k_x^2+(\gamma_1-2\gamma_2)(k_y^2+k_z^2)\right],
\]

and the others follow by permutation. Off-diagonal elements have the form \((\hbar^2/2m_0)\,6\gamma_3k_xk_y\). The spin-orbit term does not depend on \(\mathbf k\). Here \(\gamma_1,\gamma_2,\gamma_3\) are the Luttinger parameters.

Add the second derivatives along \(x,y,z\). Products such as \(k_xk_y\) give zero, while each diagonal element gives

\[
\frac{\hbar^2}{2m_0}\,2\left[(\gamma_1+4\gamma_2)+2(\gamma_1-2\gamma_2)\right]=\frac{3\gamma_1\hbar^2}{m_0}.
\]

The sum is a multiple of the unit matrix, so its expectation value is the same in every hole state. In an unstrained cubic crystal in equilibrium the three polarizations are equivalent, and each receives one third:

\[
D+\sum_jW_j=\gamma_1 .
\]

Within this model the relation holds for any warping, spin-orbit splitting, temperature or density. Since the transition weights are positive, \(D<\gamma_1\). Subtracting the sum rule from \(K\) gives

\[
K=\gamma_1+\sum_jW_j\frac{\omega_j^2}{\omega^2-\omega_j^2}.
\]

Far above the resonances \(K\to\gamma_1\), and the relevant mass is \(m_0/\gamma_1\). If instead nearly all the transition weight lay far above the photon energy, \(K\) would approach \(D\) and Drude theory would suffice.

Uniform strain adds a term independent of \(\mathbf k\). It leaves the sum over three polarizations unchanged but can make the individual polarizations differ.

## Size at 1550 nm

Consider \(10^{18}\) holes per cm³ at 300 K in silicon of index 3.48. The rough band parameters are \(\gamma_1=4.285\), \(\gamma_2=0.339\), \(\gamma_3=1.446\) and a spin-orbit splitting of 0.044 eV. The photon energy is 0.800 eV.

The Drude weight was evaluated after integrating the curvature by parts. With \(\int_{\mathbf k}\) denoting the integral over \(d^3k/(2\pi)^3\), and the boundary term vanishing where no holes remain,

\[
D=\frac{m_0}{\hbar^2p}\sum_a\int_{\mathbf k}f_aE_a''
=\frac{m_0}{p}\sum_a\int_{\mathbf k}\left(-\frac{\partial f_a}{\partial E_a}\right)v_{aa}^2 .
\]

This uses the band velocities, whereas \(W=\sum_jW_j\) uses the velocity elements between bands. The two separate integrals give \(D=2.856\) and \(W=1.429\). Their sum, 4.285, agrees with \(\gamma_1\). The Drude mass is \(1/D=0.350\,m_0\), while the high-frequency mass is \(1/\gamma_1=0.233\,m_0\).

Half of the transition weight lies below 0.068 eV and 90 percent below 0.332 eV. A tail of 3.1 percent lies above the photon energy and acts with the opposite sign. With a broadening of 0.03 eV, the transitions together contribute 1.430 to \(K\). The last digit depends on the integration mesh, because the resonance at the photon energy is narrow in \(k\). A finer radial mesh raises this value, and the total \(K\) with it, by about 0.005 and moves the 90 percent point to about 0.329 eV. It leaves \(D\), \(W\) and the total index change below unchanged at the digits shown.

The prefactor \(e^2p/(\varepsilon_0m_0\omega^2)\) is \(2.155\times10^{-3}\). The two parts of the index change are

\[
\Delta n_{\rm Drude}\simeq-\frac{2.155\times10^{-3}\times2.856}{2\times3.48}=-8.84\times10^{-4},
\]

\[
\Delta n_{\rm inter}\simeq-\frac{2.155\times10^{-3}\times1.430}{2\times3.48}=-4.43\times10^{-4}.
\]

Their sum is \(-1.33\times10^{-3}\), which is 1.50 times the Drude value. Drude theory thus misses one third of the model's total. The ratio is only as firm as the rough band parameters: with \(\gamma_1=4.27\), \(\gamma_2=0.32\), \(\gamma_3=1.458\) it is 1.45.

The total \(K=4.286\) lies very close to \(\gamma_1\), although the resonances are not all far below the photon. A transition at 0.332 eV is enhanced by \(1/[1-(0.332/0.800)^2]=1.21\), whereas the tail above 0.800 eV subtracts. These effects, together with a small reduction from broadening, nearly cancel here. No identity enforces this at finite frequency. Doubling the broadening lowers the intervalence part from 1.430 to 1.404, so the agreement should not be read more finely than that.

## What the model leaves out

**Remote bands.** Removing a valence electron also removes its transitions to the conduction bands. Let \(f_r\) be their oscillator strengths. The one-particle response derived above, applied to an electron with free-particle term 1, gives \(1+\sum_rf_r\omega_r^2/(\omega^2-\omega_r^2)\). Removing the electron reverses the sign:

\[
K_{\rm removed}=-1+\sum_rf_r\frac{\omega_r^2}{\omega_r^2-\omega^2}
=\left(\sum_rf_r-1\right)+\sum_rf_r\frac{\omega^2}{\omega_r^2-\omega^2}.
\]

At the band edge, averaged over the three polarizations, the bracket is the low-frequency weight \(\gamma_1\), so \(\sum_rf_r=\gamma_1+1\). Away from the band edge, where real bands are not quadratic, it is somewhat smaller. The last term is additional. Placing all remote transitions at a rough direct gap of 3.4 eV gives an extra index change of about \(-1\times10^{-4}\), or 7 percent of the model total. Transitions at higher energies would contribute less.

**Scattering.** A rough mobility of 150 cm²/Vs and the Drude mass give a scattering time of 30 fs. Damping replaces \(1/\omega^2\) in the real Drude response by \(1/(\omega^2+\tau^{-2})\), a relative correction of about \((\omega\tau)^{-2}=8\times10^{-4}\).

**Temperature and density.** At 400 K, with band parameters held fixed, \(K\) is 4.264, a decrease of 0.5 percent. At ten times the density and 300 K it is 4.284. A finer mesh raises both values by about 0.004 to 0.005, as it does the value at 300 K, so the relative changes remain. The model therefore predicts an index change almost proportional to density over this range.

**Band shape.** Real valence bands bend away from the quadratic form gradually, and the departure is already appreciable at 0.2 Å\(^{-1}\). About 0.7 percent of the holes lie beyond 0.3 Å\(^{-1}\), but this is a population, not an error estimate. Both the curvature \(D\) and the high-energy tail of the transitions are affected, and the resulting change in the index has not been calculated here.

## Comparison with real silicon and use in design

The measured index drop at the chosen density and wavelength is roughly \(2\times10^{-3}\). The model gives about 0.7 of that rough value, with or without the remote-band estimate. Intervalence transitions thus explain a substantial part of the Drude shortfall, but not all of it. Besides the band shape, real doped silicon departs from the model through interactions among holes and with ionized acceptors, which can alter the bands and the remote transitions. That these effects supply the remainder is a conjecture here; their size has not been calculated. Empirical hole-index relations also grow more slowly than linearly with density, roughly as \(p^{0.8}\), which this model does not reproduce. The ratio of 0.7 therefore belongs to the chosen density only. Against such relations the model gives about 0.4 to 0.5 of the drop at \(10^{17}\) cm\(^{-3}\) and about all of it at \(10^{19}\) cm\(^{-3}\).

For design near 1550 nm, a measured index relation for the relevant doping range is the better source of absolute values. It already includes the intervalence contribution, so adding that term again would count it twice. If a simple analytical estimate is needed, use \(m_0/\gamma_1\) in the index formula while most of the transition weight lies well below the photon energy. This reproduces the model, not the measurement: at the density chosen here it is still about one third below the rough measured value. Keep the Drude mass for intraband transport, where the field is slow.

The distinction affects device length. In a uniform region the phase shift is \(2\pi L\,\Delta n/\lambda\). At fixed wavelength, phase shift and change in hole density, the Drude estimate therefore asks for 1.50 times the length given by the full model. Set against the rough measured drop instead, the factor is about 2.3. In a real junction such a factor applies only to the hole contribution, because electrons and the overlap of the optical mode with the depleted region also matter.

The simple replacement of masses loses accuracy well before the photon energy falls to the median transition energy, 0.068 eV here. For broadenings between 0.01 and 0.03 eV, \(K\) lies below \(\gamma_1\) by 3 to 7 percent at 0.2 eV, by 11 to 22 percent at 0.1 eV and by 21 to 32 percent at the median. There the full sum over transitions and their broadening is needed. Inverting the hole populations of two bands would reverse the sign of \(f_a-f_b\), and with it that transition's contribution to the index. The mean curvature \(D\) would change as well: the sum rule holds in every hole state, so for a distribution with cubic symmetry the high-frequency limit would still be \(\gamma_1\). The numerical output below lists the values used here.

## Computed results

```
INPUTS (rough typical silicon values)
gamma1, gamma2, gamma3: 4.285, 0.339, 1.446
spin-orbit splitting: 0.044 eV
refractive index: 3.48
wavelength: 1550 nm
temperature: 300 K
hole density: 1.0e+18 cm^-3
transition broadening: 0.03 eV
photon energy: 0.7999 eV
ONE HOLE, field along x, k = (0.08, 0.05, 0.03) 1/angstrom
transition energies: [0.075  0.3165] eV
band curvature: 3.9065 /m0
interband K above resonance, propagated: 0.7387 /m0
interband K above resonance, formula: 0.7386 /m0
photon energy below resonance: 0.0375 eV
interband K below resonance, propagated: -0.1067 /m0
interband K below resonance, formula: -0.1068 /m0
THERMAL HOLES
Fermi level in hole energy: -0.0843 eV
Drude inverse mass D: 2.8557 /m0
Drude mass 1/D: 0.3502 m0
intervalence weight W: 1.4293 /m0
sum D + W: 4.2850 /m0
mass 1/gamma1: 0.2334 m0
median transition energy by weight: 0.0684 eV
90 percent of weight lies below: 0.3321 eV
weight above photon energy: 3.08 percent
intervalence K at photon energy: 1.4303 /m0
total K: 4.2861 /m0
INDEX CHANGE
e^2 p/(eps0 m0 w^2): 2.1550e-03
Drude part: -8.843e-04
intervalence part: -4.430e-04
total: -1.327e-03
total / Drude: 1.501
NEGLECTED OR VARIED EFFECTS
hole mobility, rough input: 150 cm2/Vs
scattering time: 29.9 fs
Drude damping correction 1/(w tau)^2: 7.6e-04
remote direct gap, rough input: 3.4 eV
remote-band bleaching, estimate: -9.59e-05
intervalence K, doubled broadening: 1.4037 /m0
400 K: D = 2.9172, total K = 4.2644 /m0
tenfold density: D = 2.8686, total K = 4.2842 /m0
holes beyond 0.3 1/angstrom: 0.70 percent
measured size of index drop, rough input: 2e-03
model total / rough measured: 0.66
with remote estimate: 0.71
```
